# Where Γ2′ and Γ25′ cross between germanium and grey tin

## Problem

Germanium and grey tin both have the diamond structure. Describe each by a local empirical pseudopotential and join them by a straight path,

$$p(x)=(1-x)\,p_{\rm Ge}+x\,p_{\rm Sn},\qquad p=(a,V_3,V_8,V_{11}).$$

Here $a$ is the lattice constant and $V_s$ is the symmetric form factor for reciprocal vectors of squared length $s$, in units of $(2\pi/a)^2$. Form factors in other shells are set to zero. The inputs are customary empirical values rounded to 0.01 Ry, and rough lattice constants:

| | $a$ (nm) | $V_3$ (Ry) | $V_8$ (Ry) | $V_{11}$ (Ry) |
|---|---|---|---|---|
| Ge | 0.566 | −0.23 | 0.01 | 0.06 |
| Sn | 0.649 | −0.20 | 0.00 | 0.04 |

At $k=0$, let $D=E(\Gamma_{2'})-E(\Gamma_{25'})$. Does $D$ change sign on the path, and where? What changes when spin-orbit coupling splits $\Gamma_{25'}$ by $\Delta$, with rough values 0.3 eV in Ge and 0.8 eV in Sn?

**Conventions.** The origin is the bond centre and the atoms sit at $\pm\tau$, $\tau=a(1,1,1)/8$. For an integer vector $g=(h,k,l)$ put $n=h+k+l$. Then $G\cdot\tau=\pi n/4$, and

$$V(g)=V_{g^2}\cos(\pi n/4),\qquad T=\frac{\hbar^2}{2m}\Big(\frac{2\pi}{a}\Big)^2 .$$

With $s=1/\sqrt2$, the cosine is $1$ for $n=0$, $+s$ for $|n|=1$, $-s$ for $|n|=3,5$ and $-1$ for $|n|=4$. $T$ is 4.695 eV in Ge and 3.571 eV in Sn.

## A tempting solution

The plane waves nearest in energy are the eight {111} waves, at $3T$, and the six {200} waves, at $4T$. It seems reasonable to keep these alone.

**The singlet.** $\Gamma_{2'}$ is the antibonding combination of s-like functions on the two atoms, so its coefficients go as $\sin(\pi n/4)$. On {111} this gives $c=\mathrm{sign}(n)/\sqrt8$, and on {200} $c=\mathrm{sign}(n)/\sqrt6$.

- *Within {111}.* Look at the row $g=(1,1,1)$. The waves $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$ differ from it by {220} vectors with $n=4$, so each element is $-V_8$. Their signs are negative, and the sum is $+3V_8$. Other differences lie in shells 4 and 12, which are absent.
- *Within {200}.* In the row $(2,0,0)$, the waves $(0,2,0)$ and $(0,0,2)$ give $+V_8$ with sign $+$. Their negatives give $-V_8$ with sign $-$. The sum is $4V_8$.
- *Between the sets.* In the row $(2,0,0)$ the difference from $g'$ has $n=2-n'$. If $g'$ has first component $+1$, the difference is in shell 3. For $n'=3,1,1$ the cosine is $+s$ and the sign $+$; for $n'=-1$ both are negative. The sum is $4sV_3$. If the first component is $-1$, the difference is in shell 11. For $n'=1$ both factors are positive; for $n'=-1,-1,-3$ both are negative. This gives $4sV_{11}$.

All six rows contribute equally, so the normalized coupling is $6\cdot4s(V_3+V_{11})/\sqrt{48}=\sqrt6\,(V_3+V_{11})$.

**The triplet.** $\Gamma_{25'}$ is even about the bond centre and p-like on each atom. One partner starts from $(|200\rangle+|\bar200\rangle)/\sqrt2$. Its coupling to any other {200} wave is $V_8-V_8=0$, so its diagonal energy is $4T$. On {111} the Hamiltonian takes it to coefficients proportional to

$$w(g)=V(g-(2,0,0))+V(g+(2,0,0)).$$

For $(1,1,1)$ the two differences are $(-1,1,1)$ and $(3,1,1)$, giving $w=s(V_3-V_{11})$. The waves $(1,1,-1)$ and $(1,-1,1)$ give the same. For $(1,-1,-1)$ both cosines change sign, so $w=-s(V_3-V_{11})$. Opposite vectors have equal $w$. The {111} partner is therefore $d(g)/\sqrt8$, with $d=-1$ on $\pm(1,-1,-1)$ and $d=+1$ on the other six. The coupling is

$$\frac{8\,s\,(V_3-V_{11})}{\sqrt8\,\sqrt2}=\sqrt2\,(V_3-V_{11}).$$

In the row $(1,1,1)$ the three {220} differences carry $-V_8$, with $d=-1,+1,+1$. Their sum is $-V_8$.

The two levels are thus the lower eigenvalues of

$$H_{2'}=\begin{pmatrix}3T+3V_8&\sqrt6(V_3+V_{11})\\ \sqrt6(V_3+V_{11})&4T+4V_8\end{pmatrix},$$

$$H_{25'}=\begin{pmatrix}3T-V_8&\sqrt2(V_3-V_{11})\\ \sqrt2(V_3-V_{11})&4T\end{pmatrix}.$$

For Sn, $V_8=0$, $V_3=-2.721$ eV and $V_{11}=0.544$ eV. The off-diagonal elements are $-5.33$ and $-4.62$ eV. With mean $3.5T=12.50$ eV and half-difference $T/2=1.79$ eV,

$$E_{2'}=12.50-\sqrt{1.79^2+5.33^2}=6.88\ {\rm eV},$$
$$E_{25'}=12.50-\sqrt{1.79^2+4.62^2}=7.55\ {\rm eV}.$$

So $D=-0.67$ eV in Sn. The same matrices give $D=+0.47$ eV in Ge, and $D$ vanishes at $x=0.41$.

Spin-orbit coupling raises the top of the triplet by $\Delta/3$, as derived below. With linear interpolation the condition $D=\Delta/3$ becomes $0.466-1.138x=0.100+0.167x$, or $x\approx0.28$. The tempting answer is that grey tin is strongly inverted even without spin-orbit coupling, which merely brings the crossing forward from 0.41 to 0.28.

## The fault

The two matrices are correct for the waves they contain. The fault is to assume that the next waves shift both levels alike, so that their effect drops out of the difference.

**The singlet ignores {220}.** $\Gamma_{2'}$ is unchanged by the tetrahedral operations about an atom. These operations turn any {220} vector into any other, so this set has just one unchanged combination, with all atom-centred waves $e^{iG\cdot(r-\tau)}$ added equally. Its coefficients are $e^{-i\pi n/4}$. On {220}, $n$ is $0$ or $\pm4$, so they are real and equal for $\pm g$. The combination is even, whereas $\Gamma_{2'}$ is odd. The {220} waves cannot enter it.

**The triplet does not.** Apply the potential to the {111} partner $d(g)/\sqrt8$ and read off the coefficient on a {220} vector $Q$.

- For $Q=(0,2,2)$, shell 3 connects it to $(1,1,1)$, with $d=+1$ and cosine $+s$, and to $(-1,1,1)$, with $d=-1$ and cosine $-s$. Together they give $2sV_3$.
- Shell 11 connects it to $(\pm1,-1,1)$ and $(\pm1,1,-1)$. All four have $d=+1$ and differences with $n=3$ or $5$, giving $-4sV_{11}$.
- The same count for $(0,2,-2)$ gives the same total, and evenness supplies the two opposite vectors.
- For $Q=(2,2,0)$, take the contributing $g'$ in pairs that differ in the sign of the third component. From $(1,1,\pm1)$ the $d$ are equal and the cosines opposite. From $(-1,1,\pm1)$ and $(1,-1,\pm1)$ the cosines are equal and the $d$ opposite. Everything cancels.
- For $Q=(2,-2,0)$ the pairs $(1,1,\pm1)$ and $(-1,-1,\pm1)$ have equal $d$ and opposite cosines, and $(1,-1,\pm1)$ the reverse, so again the sum is zero. Exchanging $y$ and $z$, and reversing $Q$, covers the remaining vectors.

Four equal coefficients remain. The coupling to their normalized combination is

$$\frac{\sqrt4\;2s\,(V_3-2V_{11})}{\sqrt8}=V_3-2V_{11}.$$

In Sn this is $-3.81$ eV, not much smaller than the $-4.62$ eV kept before. The differences between {200} and {220} lie in shells 4, 12 and 20, so those sets do not couple. Within {220} the coupling goes through $V_8$, which is zero in Sn. The enlarged problem for Sn is therefore a $3\times3$ matrix. Eliminating the {200} and {220} amplitudes gives

$$3T-E=\frac{2(V_3-V_{11})^2}{4T-E}+\frac{(V_3-2V_{11})^2}{8T-E}.$$

At $E=7.08$ eV the left side is $10.71-7.08=3.63$ eV. The right side is $21.33/7.20+14.51/21.49=2.96+0.68=3.64$ eV, equal within rounding. The triplet has fallen by 0.47 eV while the singlet has stayed where it was. Most of the supposed inversion of $-0.67$ eV was a truncation error.

## Right solution without spin-orbit coupling

The basis must be enlarged until the difference settles. For Sn, with all waves up to a given $g^2$:

| largest $g^2$ | 4 | 8 | 11 | 19 | 24 | 35 |
|---|---|---|---|---|---|---|
| $D$ (eV) | −0.672 | −0.203 | −0.063 | −0.036 | −0.039 | −0.038 |

Going from $g^2=35$ (229 waves) to 59 (531 waves) moves $D$ by less than 0.0001 eV at either end. In the basis with $g^2\le35$ the levels are identified by symmetry. The lowest odd state is a singlet with a density at the atom of 8.4 times the cell average in Ge and 9.6 times in Sn. An odd state that does not vanish at the atom, and is not degenerate, is $\Gamma_{2'}$. The triplet is even and vanishes at the atom with a finite gradient. Of the even triplets only $\Gamma_{25'}$ can have a p-like part at the atom, so this fixes its label.

At $g^2\le35$ the path gives

| $x$ | 0 | 0.25 | 0.50 | 0.75 | 1 |
|---|---|---|---|---|---|
| $D$ (eV) | 1.223 | 0.919 | 0.607 | 0.288 | −0.038 |

The order does invert for these inputs, but only at $x=0.971$, next to pure tin. The two levels have opposite parity at every $x$, because the averaged crystal keeps its inversion centre. No matrix element joins them, and they cross without repulsion.

**What drives the change.** The total change of $D$ can be divided along the path by

$$D(1)-D(0)=\sum_i\int_0^1\frac{\partial D}{\partial p_i}\frac{dp_i}{dx}\,dx .$$

The parts are $+0.14$ eV from $a$, $+0.29$ eV from $V_3$, $-0.53$ eV from $V_8$ and $-1.15$ eV from $V_{11}$; before rounding they add up to $-1.26$ eV. The division belongs to this path.

The small matrices explain the signs of the last three. A smaller $V_{11}$ makes $|V_3+V_{11}|$ larger and $|V_3-V_{11}|$ smaller, so the singlet is pushed down more and the triplet less. A smaller $V_8$ lowers the diagonal of $H_{2'}$ and raises that of $H_{25'}$. A weaker $V_3$ reduces both couplings, but the singlet has the larger prefactor and rises more.

The lattice constant, at fixed form factors, enters through $T$ alone, and $\partial E/\partial T=\langle g^2\rangle$. Since $T$ falls along the path, the positive part means that $\Gamma_{25'}$ has the larger $\langle g^2\rangle$ in the path average. This part is not the effect of stretching a real crystal. There the form factors change as well, because they scale as 1/volume and are sampled at shorter $G$. With a smooth atomic form factor drawn through the three Ge values, stretching germanium lowers $D$ by roughly 9 to 14 eV per unit of $\ln(\text{volume})$, depending on the curve chosen. Real expansion therefore favours inversion; in the division above, its effect on the potential is counted under the form factors.

## Right solution with spin-orbit coupling

Let each atom act on p-like waves through $\mathbf L\cdot\boldsymbol\sigma$. A p-like projector has Fourier components proportional to $-iK_jB(K)$, and $(L_k)_{ij}=-i\epsilon_{kij}$. Contracting the indices and averaging the phases of the two atoms gives

$$H_{\rm so}(K,K')=-i\lambda\,B(K)B(K')\,(K\times K')\cdot\boldsymbol\sigma\,\cos[(K-K')\cdot\tau],$$

with $B=e^{-K^2b^2/2}$ and a chosen width $b=0.03$ nm. Reversing both $K$ and $K'$ leaves this unchanged, so parity survives and the crossing remains a true one.

**First order.** Within $\Gamma_{25'}$ each partner overlaps with the one p projector of its own direction, so the coupling acts as $\xi\,\mathbf L\cdot\mathbf S$ with $L=1$. From

$$\mathbf L\cdot\mathbf S=\tfrac12\big[j(j+1)-2-\tfrac34\big]$$

the fourfold $\Gamma_8^+$ ($j=3/2$) moves by $+\xi/2$ and the twofold $\Gamma_7^+$ ($j=1/2$) by $-\xi$. Hence $\Delta=3\xi/2$, and the shifts are $+\Delta/3$ and $-2\Delta/3$. The singlet has real coefficients. In its expectation value the symmetric product $c(K)c(K')$ meets the antisymmetric $K\times K'$, and the sum vanishes. It becomes $\Gamma_7^-$ without a first-order shift. To this order,

$$D_{\rm so}=E(\Gamma_7^-)-E(\Gamma_8^+)\simeq D-\Delta/3 .$$

**Numbers.** The strength $\lambda$ is set at each end to reproduce the chosen $\Delta$ and is interpolated linearly. Diagonalizing with spin gives

| $x$ | 0 | 0.25 | 0.50 | 0.75 | 1 |
|---|---|---|---|---|---|
| $D_{\rm so}$ (eV) | 1.126 | 0.785 | 0.438 | 0.086 | −0.271 |

The zero is at $x=0.811$, where $a=0.633$ nm. There $D=0.209$ eV and $\Delta/3=0.701/3=0.234$ eV. Before rounding, the first-order rule misses by 0.024 eV at the crossing. In Sn it predicts $-0.038-0.267=-0.305$ eV, which is 0.034 eV below the full result. The size of the miss is set mostly by the chosen width: with $b=0.05$ nm it falls to 0.005 eV at the crossing and 0.008 eV in Sn.

There are three regions for these inputs. Below $x=0.811$ the order is that of germanium. Between 0.811 and 0.971 it is inverted because of spin-orbit coupling, since $D$ is still positive. Above 0.971 it is inverted either way. As $\Delta\to0$ the middle region closes.

**Filling.** Eight valence electrons occupy the levels at $\Gamma$. In Ge they fill $\Gamma_1$ (2), $\Gamma_7^+$ (2) and $\Gamma_8^+$ (4), leaving a gap of 1.126 eV at this point. In Sn, $\Gamma_7^-$ lies below $\Gamma_8^+$ but 0.529 eV above $\Gamma_7^+$. The three twofold levels take six electrons, and two remain for the fourfold $\Gamma_8^+$. That level is half filled, so the gap at $\Gamma$ is zero by symmetry. As long as this order of levels holds, only a perturbation that lowers the symmetry, such as uniaxial strain, can open it.

## How far the answer can be trusted

The basis is not the weak point. At the spin-orbit crossing the larger basis shifts $D_{\rm so}$ by 0.0016 eV. Divided by the slope of $-1.43$ eV per unit $x$, this is about 0.001 in $x$ at fixed $\lambda$. If $\lambda$ is set again in a converged basis, the crossing moves by about 0.003, to 0.813. In Sn, $D_{\rm so}$ then goes from $-0.271$ to $-0.266$ eV and the 0.529 eV separation to 0.534 eV, so the third decimal of the spin-orbit values is not converged. Widening the projector to $b=0.05$ nm, with $\lambda$ set again, moves the crossing by $-0.013$. Narrowing it to $b=0.02$ nm moves the crossing up to about 0.85 and slows the convergence.

The form factors are the weak point. A change of 0.005 Ry, half the last digit given, alters $D$ in Sn by 0.05 eV through $V_3$, 0.27 eV through $V_8$ and 0.30 eV through $V_{11}$. If all three conspire, the linear estimate is 0.62 eV. Against this, $D=-0.038$ eV has no secure sign: the model cannot decide whether grey tin would be inverted without spin-orbit coupling. Even $D_{\rm so}=-0.271$ eV is smaller than the worst case. Divided by the slope of about 1.4 eV per unit $x$, an uncertainty of 0.62 eV is roughly 0.4 in $x$. The decimals of the crossings therefore describe the stated inputs, not the material. An omitted $V_{16}$ of 0.01 Ry would change $D$ in Sn by a further 0.14 eV.

**Beside the real materials.** The direct gap of germanium is roughly 0.9 eV, so 1.13 eV is somewhat high. Grey tin is known to be a zero-gap material with $\Gamma_7^-$ below $\Gamma_8^+$ by roughly 0.4 eV. The model has the same order and a smaller separation. Real alloys break the assumption of identical averaged atoms. Their direct gap bows downwards, with a coefficient of roughly 2 eV in tin-poor material. If that held over the whole range, one would solve

$$1.126-1.397x-2x(1-x)=0,$$

which gives $x\approx0.45$ instead of 0.81. This is a rough extrapolation, but it shows that 0.81 should not be used as an alloy composition for a device. The effect of zincblende order can be sized only roughly. For this, the two atoms of the cell were given the Ge and Sn form factors at the lattice constant of $x=0.5$. The difference of the atoms then also enters in shell 4, where each form factor was interpolated linearly in $g^2$ between $V_3$ and $V_8$. The separation of the levels that come from $\Gamma_{2'}$ and $\Gamma_{25'}$ is higher than in the averaged crystal by 0.07 eV. Neither the size nor the sign of this shift is secure. The interpolation gives a half-difference of $-0.011$ Ry in shell 4. With zero there the shift is 0.02 eV, and it turns negative above about $+0.005$ Ry. Shell 12 also carries the difference of the atoms and was left out; $\pm0.01$ Ry there gives 0.10 or 0.04 eV. A larger effect lies in the path itself. If each atom's form factor is first carried along a smooth curve to the common lattice constant and then averaged, $D$ at $x=0.5$ falls from 0.607 eV to between $-0.08$ and $0.36$ eV, depending on the curve. A downward bowing can therefore arise without any disorder, and the straight path in the form factors omits it. Random disorder, atomic relaxation and nonlocal potentials were not computed.

Temperature enters in two ways that can be sized. Expansion over 300 K, at a rough $5\times10^{-6}$ per K, changes $D$ in Sn by only 0.001 eV if the form factors are frozen, but that is not the physical shift. If they follow the volume and the shorter $G$ along a smooth atomic curve, $D$ falls by roughly 0.03 to 0.05 eV, depending on the curve. The thermal energy at 300 K is 0.026 eV, so within about $0.026/1.43\approx0.02$ in $x$ of the crossing the two levels are not thermally distinct. Shifts due to lattice vibrations are left out. Finally, the calculation concerns $k=0$. In germanium the lowest conduction states lie at L, so $D_{\rm so}$ is the direct gap at $\Gamma$ and not the fundamental gap. The remaining values are in the numerical output below.

## Table of computed values

```
Ge: a = 0.566 nm; V3, V8, V11 = -0.23, 0.01, 0.06 Ry
Ge: T = 4.6952 eV
Ge two-shell G2', G25', D: 10.750, 10.285, 0.466 eV
Ge converged G2', G25', D: 10.653, 9.430, 1.223 eV
Ge site density G2' (cell mean 1): 8.371
Sn: a = 0.649 nm; V3, V8, V11 = -0.20, 0.00, 0.04 Ry
Sn: T = 3.5710 eV
Sn two-shell G2', G25', D: 6.875, 7.548, -0.672 eV
Sn converged G2', G25', D: 6.767, 6.806, -0.038 eV
Sn site density G2' (cell mean 1): 9.624
Sn, adding {220}: G25' -0.469 eV, G2' 0.000 eV
waves at cutoffs 35, 59: 229 531
Sn D at cutoff 4: -0.672 eV
Sn D at cutoff 8: -0.203 eV
Sn D at cutoff 11: -0.063 eV
Sn D at cutoff 19: -0.036 eV
Sn D at cutoff 24: -0.039 eV
D shift, cutoff 35 to 59: Ge 0.00008, Sn 0.00006 eV
part of D(1)-D(0) from a: 0.137 eV
part of D(1)-D(0) from V3: 0.285 eV
part of D(1)-D(0) from V8: -0.531 eV
part of D(1)-D(0) from V11: -1.153 eV
D(1)-D(0): -1.261 eV
target Delta: Ge 0.3, Sn 0.8 eV; b = 0.03 nm
lam: Ge 1.121e-04, Sn 3.062e-04 eV nm^2
x = 0.00: D = 1.223, D_so = 1.126 eV
x = 0.25: D = 0.919, D_so = 0.785 eV
x = 0.50: D = 0.607, D_so = 0.438 eV
x = 0.75: D = 0.288, D_so = 0.086 eV
x = 1.00: D = -0.038, D_so = -0.271 eV
crossing x, two-shell, no spin-orbit: 0.412
crossing x, converged, no spin-orbit: 0.971
(x above 1 is extrapolation beyond Sn; searched to 1.5)
crossing x, converged, with spin-orbit: 0.811
there: a = 0.6333 nm; V3, V8, V11 = -0.2057, 0.0019, 0.0438 Ry
there: D = 0.209 eV, Delta = 0.701 eV
there: dD_so/dx = -1.425 eV
there: D_so shift, cutoff 35 to 59: 0.00161 eV
error of D - Delta/3: Ge 0.0030, Sn 0.0336 eV
Sn: G7- minus G7+ = 0.529 eV
gap at Gamma, 8 electrons: Ge 1.126, Sn 0.000 eV
Sn D change per 0.005 Ry in V3, V8, V11: 0.050, 0.271, 0.296 eV
Sn D worst-case rounding: 0.616 eV
sign of D at Sn safe against rounding: False
sign of D_so at Sn safe against rounding: False
Sn D change for V16 = 0.01 Ry: 0.137 eV
Sn D change, 300 K expansion at 5e-6/K: 0.0012 eV
zincblende order at x = 0.5, D change: 0.0749 eV
b = 0.05 nm: crossing moves by -0.0134 in x
thermal energy at 300 K: 0.0259 eV
```
